Comment on rotating the elastic compliance with the stiffness rule

The argument under review

The argument concerns a model cubic crystal with stiffness constants C11 = 170 GPa, C12 = 120 GPa and C44 = 75 GPa. It seeks Young's modulus E along the body diagonal [111], and reasons as follows.

"Stiffness and compliance are both fourth-rank tensors with the same index symmetries. Both are written as 6×6 matrices by the same replacement of index pairs, so both rotate with the same 6×6 matrix M. We invert C to get S, form M S Mᵀ with the new first axis along [111], and take E as the reciprocal of the first entry. The result is 53.8 GPa, against 70.7 GPa along [100], so [111] is the softer direction. The rotated compliance is symmetric and positive definite, rotating it back restores the original matrix, and the 90° rotations about the cube axes leave that original matrix unchanged, as they should."

The first sentence is correct, and so is the use of M for the stiffness. The second sentence fails for the compliance. The correct modulus along [111] is 190.2 GPa, so the conclusion about the softer direction is reversed. The three checks are all passed, but none of them can detect this error. The reasons follow, within linear elasticity at small strain about an unstressed state.

Where the factors 2 and 4 come from

Let σ_ij be the symmetric stress and ε_ij the symmetric small strain. With summation over repeated tensor indices,

σ_ij = c_ijkl ε_kl,  ε_ij = s_ijkl σ_kl.

Both tensors are unchanged when i and j are exchanged, or k and l. Voigt notation numbers the pairs 11, 22, 33, 23, 13, 12 from 1 to 6. The stress vector holds the plain components, but the strain vector holds the engineering shears, which are twice the tensor components:

σ = (σ11, σ22, σ33, σ23, σ13, σ12),
γ = (ε11, ε22, ε33, 2ε23, 2ε13, 2ε12).

The matrices are defined by σ = Cγ and γ = Sσ, so S = C⁻¹. This unequal treatment of stress and strain is the source of the difficulty.

Take the stiffness first. In the sum for σ11, the shear strain appears twice, as ε23 and as ε32:

σ11 = … + c1123 ε23 + c1132 ε32 + … = … + c1123 (2ε23) + …

The bracket is the fourth component of γ, so C14 = c1123. The same happens in the sum for σ23, which gives C44 = c2323. The double occurrence is absorbed by the engineering shear, and C_IJ = c_ijkl for every entry.

For the compliance, the shear stress also appears twice, but the stress vector has no doubled component to absorb it:

ε11 = … + s1123 σ23 + s1132 σ32 + … = … + 2s1123 σ23 + …

Hence S14 = 2s1123. In a shear row, the left side must also be doubled to become an engineering shear:

2ε23 = 2(s2311 σ11 + … + 2s2323 σ23 + …).

This gives S41 = 2s2311 and S44 = 4s2323. One factor 2 comes from the two equal shear stresses, the other from the definition of the shear strain. With f = (1, 1, 1, 2, 2, 2), all cases are contained in

S_IJ = f_I f_J s_ijkl  (no sum).

In the example, S44 = 1/C44 = 1/(75 GPa) = 13.333 TPa⁻¹, while the tensor component is s2323 = S44/4 = 3.333 TPa⁻¹. The argument under review in effect uses the first number where the second belongs.

The two rotation rules

Let R be the rotation matrix whose rows are the new axes, written in the old ones. The stress tensor becomes σ'_ij = R_ik R_jl σ_kl. Collecting the equal components σ_kl and σ_lk gives σ' = Mσ for the Voigt vectors. For a row I = (ij), the entries of M are

M_IJ = R_ik R_jk for a normal column J = (kk),
M_IJ = R_ik R_jl + R_il R_jk for a shear column J = (kl).

If the new first axis is the unit vector n = (n1, n2, n3), the first row of M is therefore

(n1², n2², n3², 2n2n3, 2n1n3, 2n1n2).

The strain tensor rotates like the stress tensor. Its plain components, collected in a vector e without doubling, thus obey e' = Me. The Voigt strain is γ = Fe with F = diag(1, 1, 1, 2, 2, 2), so

γ' = Fe' = FMe = FMF⁻¹γ = Nγ,  N = FMF⁻¹.

In the three normal rows of N, the shear entries are half those of M. In the shear rows of N, the normal entries are twice those of M. The remaining entries agree.

The two matrices are linked by the scalar σ_ij ε_ij, which is twice the elastic energy density. The double sum σ_ij ε_ij counts each shear product twice, and the engineering shear supplies this factor, so σ_ij ε_ij = σᵀγ. This scalar does not depend on the axes:

σ'ᵀγ' = σᵀMᵀNγ = σᵀγ for all σ and γ.

Therefore MᵀN = 1, which means N⁻¹ = Mᵀ and M⁻¹ = Nᵀ. The rules for the matrices now follow by substitution:

σ' = Mσ = MCγ = MCN⁻¹γ' = (MCMᵀ)γ',
γ' = Nγ = NSσ = NSM⁻¹σ' = (NSNᵀ)σ'.

Thus C' = MCMᵀ and S' = NSNᵀ. The product M S Mᵀ of the argument is a different matrix, called S'_wrong below.

It would not help to avoid M and rotate the four-index tensor itself, if S is first unpacked without factors. Suppose T_IJ = t_ijkl for some tensor t with the stated symmetries. Rotating the first index pair of t means summing R_ia R_jb t_abkl over a and b. Since t_abkl = t_bakl, the off-diagonal terms combine in pairs, as they did for the stress, and the sum is multiplication by M. The second pair gives Mᵀ on the right. The result is T' = MTMᵀ. With T = S this is S'_wrong again. Unpacking and repacking without factors, and rotating with M, are the same mistake in two forms.

The size of the error in a cubic crystal

Apply a uniaxial stress σ0 along n, so that σ_kl = σ0 n_k n_l. The axial strain is n_i n_j ε_ij, and its ratio to σ0 is 1/E:

1/E = s_ijkl n_i n_j n_k n_l.

In the cubic axes, the independent components are s1111, s1122 and s2323. Define

q = n1²n2² + n2²n3² + n3²n1².

The terms with four equal indices give s1111(n1⁴ + n2⁴ + n3⁴). The terms of type iijj, with i ≠ j, give 2q s1122, because each pair of axes occurs in two orders. The terms of types ijij and ijji each give 2q s2323, together 4q s2323. Squaring n1² + n2² + n3² = 1 shows that n1⁴ + n2⁴ + n3⁴ = 1 − 2q. Hence

1/E = S11(1 − 2q) + 2S12 q + 4s2323 q.

The correct value s2323 = S44/4 gives

1/E = S11 − 2(S11 − S12 − S44/2)q.

Unpacking without the factor sets s2323 = S44. The last term then becomes 4S44 q instead of S44 q, and

1/E_wrong = 1/E + 3S44 q.

Since S44 is positive in a stable crystal, the wrong modulus is too small in every direction with q > 0. The error 3S44 q in 1/E vanishes along the cube axes, where q = 0. It is largest along [111]: the sum n1⁴ + n2⁴ + n3⁴ is smallest when the three squares are equal, which gives q = 1/3.

For the numbers, the normal block of C multiplies (1, 1, 1) by C11 + 2C12 = 410 GPa, and any vector perpendicular to it by C11 − C12 = 50 GPa. The inverse block has the reciprocal values, so

S11 + 2S12 = 1/(410 GPa),  S11 − S12 = 1/(50 GPa) = 20 TPa⁻¹.

Solving these two equations gives S11 = 14.146 TPa⁻¹ and S12 = −5.854 TPa⁻¹. The bracket in 1/E is then 20 − 13.333/2 = 13.333 TPa⁻¹. It happens to equal S44 for these parameters. Along [111],

1/E = 14.146 − 2(13.333)/3 = 5.257 TPa⁻¹, so E = 190.2 GPa,
1/E_wrong = 5.257 + 13.333 = 18.59 TPa⁻¹, so E_wrong = 53.8 GPa.

Along [110], where q = 1/4, the correct modulus is 133.7 GPa and the wrong one 57.2 GPa. Along [100], both are 70.7 GPa.

The same result can be read from the rotation matrices. For n along [111], the first row of M is (1/3, 1/3, 1/3, 2/3, 2/3, 2/3), and all six entries in the first row of N are 1/3. The normal part of the first compliance entry is (3S11 + 6S12)/9 = 0.813 TPa⁻¹ in both cases. The shear part is 3(1/3)²S44 = 4.444 TPa⁻¹ with N, but 3(2/3)²S44 = 17.78 TPa⁻¹ with M. The excess is again S44.

Why the stiff direction appears soft

Define the anisotropy ratio of a cubic crystal as A = 2C44/(C11 − C12), here 2 × 75/50 = 3. The correct formula makes [111] stiffer than [100] when its bracket is positive:

1/(C11 − C12) > 1/(2C44), or A > 1.

Written in the same form, the wrong formula is

1/E_wrong = S11 − 2(S11 − S12 − 2S44)q.

Its bracket is positive when 1/(C11 − C12) > 2/C44, that is, when C44 > 2(C11 − C12), or A > 4. Between A = 1 and A = 4 the wrong route therefore reverses the order of the two directions. The example lies in this range. For A < 1 and for A > 4 the order comes out right, but the modulus along [111] is still wrong. At A = 4 a truly anisotropic crystal would appear to have the same Young's modulus in all directions.

The isotropic solid, A = 1, exposes the fault most plainly. With Poisson's ratio ν, its shear compliance is S44 = 2(1 + ν)/E. Along [111] the wrong route gives

1/E_wrong = 1/E + 2(1 + ν)/E = (3 + 2ν)/E.

For E = 100 GPa and ν = 0.25, this is a modulus of 100/3.5 = 28.6 GPa in a solid whose modulus cannot depend on direction.

Shear compliances are affected as well, and here the error has the opposite sign. Take new axes along n = [111], m = [1−10] and [11−2], and consider S'66, the compliance for shear between n and m. In the sixth row of M, the normal entries are n_k m_k, which form (1, −1, 0)/√6. The shear entries are n_k m_l + n_l m_k, which form (−1, 1, 0)/√6. The normal entries sum to zero, so their contribution is (S11 − S12)(2/6) = 6.667 TPa⁻¹. The shear entries contribute S44(2/6) = 4.444 TPa⁻¹. Thus M gives S'66 = 11.11 TPa⁻¹. In N, the normal entries are doubled and their contribution is quadrupled:

S'66 = 4 × 6.667 + 4.444 = 31.11 TPa⁻¹.

The wrong compliance is about a third of the correct one. A single correction factor applied after the rotation could not repair both S'11 and S'66.

Why the three checks are passed

Symmetry is inherited directly, since (MSMᵀ)ᵀ = MSMᵀ when S is symmetric. For positivity, take any nonzero vector x and set y = Mᵀx. Then xᵀ(MSMᵀ)x = yᵀSy, which is positive because M is invertible and y is not zero. A stability test thus accepts the wrong matrix.

The return rotation also succeeds. Rotating a stress by R and then by Rᵀ restores it, so the matrix M for Rᵀ is the inverse of the matrix M for R. Applied to S'_wrong, it removes both factors and returns S. This shows that the rule is consistent with itself. It does not show that the rule belongs to the compliance.

The cube rotations, applied to S in the crystal axes, are a special case. Each row of R then has a single nonzero entry, ±1, and different rows have it in different columns. The entries of M that connect normal and shear components all vanish: 2R_ik R_il = 0 for k ≠ l, and R_ik R_jk = 0 for i ≠ j. Within each remaining block, F is a multiple of the unit matrix, so N = FMF⁻¹ = M. The wrong rule is then right, for a crystal of any symmetry.

Conversely, N = M would require MMᵀ = 1, because MNᵀ = 1. But the squared length of a normal row of M is

n1⁴ + n2⁴ + n3⁴ + 4q = (1 − 2q) + 4q = 1 + 2q.

This equals 1 if and only if q = 0, so each new axis must lie along an old one. For any other rotation of a cubic crystal, at least one new axis has q > 0, and its normal compliance is wrong by 3S44 q.

The check to make is C'S' = 1 after a rotation that is not one of these. Since C' is correct and has a single inverse, the product equals 1 if and only if S' is correct. For the axes above, the first row of C' is (236.67, 86.67, 86.67, 0, 0, 0) GPa. The first column of S'_wrong begins 18.59, −8.08, −8.08 TPa⁻¹. With 1 GPa = 10⁻³ TPa, the first entry of the product is

(236.67 × 18.59 − 2 × 86.67 × 8.08)/1000 = 3.00,

where 1 is required. The correct column begins 5.26, −1.41, −1.41 TPa⁻¹ and gives 1.00. The numerical check also tests the factors and both rotation rules on a crystal without symmetry, against a compliance tensor obtained from the full nine-component stress-strain map.

How Mandel notation removes the difference

The remedy is to divide the factor 2 equally between stress and strain. Let D = diag(1, 1, 1, √2, √2, √2), so that D² = F, and define

σ̂ = Dσ,  ε̂ = De = DF⁻¹γ = D⁻¹γ.

Both vectors now hold tensor components with the shears multiplied by √2. Substitution into σ = Cγ and γ = Sσ gives

σ̂ = DCγ = (DCD)ε̂, so Ĉ = DCD,
ε̂ = D⁻¹Sσ = (D⁻¹SD⁻¹)σ̂, so Ŝ = D⁻¹SD⁻¹ = Ĉ⁻¹.

Let d_I be the diagonal entries of D. Then Ĉ_IJ = d_I d_J c_ijkl, and Ŝ_IJ = f_I f_J s_ijkl/(d_I d_J) = d_I d_J s_ijkl. The weights are 1, √2 and 2 for both tensors. The factors have not disappeared, but they no longer depend on which tensor is being stored.

The rotations also coincide:

σ̂' = DMσ = (DMD⁻¹)σ̂,
ε̂' = D⁻¹Nγ = D⁻¹(D²MD⁻²)Dε̂ = (DMD⁻¹)ε̂.

Call this common matrix Q. The scalar σ_ij ε_ij is now σ̂ᵀε̂, and its invariance for all σ̂ and ε̂ requires QᵀQ = 1. So Q is orthogonal, and

Ĉ' = QĈQᵀ,  Ŝ' = QŜQᵀ.

The belief that one rule serves both tensors is true in this notation. For [111], the first row of Q has three entries 1/3 and three entries √2/3, and Ŝ44 = S44/2 = 6.667 TPa⁻¹. The first entry of Ŝ' is therefore

0.813 + 3(2/9)(6.667) = 5.257 TPa⁻¹,

which again gives 190.2 GPa.

Orthogonality has a further use. Since Q⁻¹ = Qᵀ, the rotation of Ĉ preserves its eigenvalues. They have a direct meaning: Ĉε̂ = λε̂ describes a strain whose stress tensor is λ times the strain tensor. In the cubic crystal they are C11 + 2C12 = 410 GPa once, C11 − C12 = 50 GPa twice, and 2C44 = 150 GPa three times. The last has a factor 2 because σ23 = C44(2ε23). The rotated Mandel matrix gives the same six values. The Voigt matrix C has 75 GPa in place of 150 GPa in the crystal axes, and after the rotation its lowest eigenvalue falls from 50 GPa to 25 GPa. The crystal has not changed. Because M is not orthogonal, MCMᵀ need not preserve eigenvalues, and in this crystal the set of eigenvalues of the Voigt matrix depends on the choice of axes.

Requested revision

The argument can be repaired in either notation. In Voigt notation, S must be rotated with N, or C rotated with M and then inverted. In Mandel notation, the data must first be converted with D, and Q then serves for both. Applying Q to unconverted Voigt matrices would bring in a new error: in the first entry for a cubic crystal, the shear term of S would be 2q S44 instead of q S44, and that of C would be 2q C44 instead of 4q C44. The manuscript should therefore state which notation its tabulated matrices use, and should replace its three checks by C'S' = 1 in a general orientation. This check presumes that C' is correct. Unconverted Voigt matrices rotated with Q also pass it, since QᵀQ = 1 gives (QCQᵀ)(QSQᵀ) = QCSQᵀ = 1 although both factors are wrong. C' should therefore be confirmed separately, by rotating the four-index tensor c_ijkl.

Table of computed values

```
input C11, C12, C44 (GPa): 170 120 75
anisotropy A (no unit): 3.00
S11, S12, S44 (1/TPa):   14.146   -5.854   13.333
tensor s_2323 (1/TPa): 3.333
direction, q, 1/E true, 1/E wrong (1/TPa), E true, E wrong (GPa)
[100] 0.0000 14.146 14.146 70.69 70.69
[110] 0.2500 7.480 17.480 133.70 57.21
[111] 0.3333 5.257 18.591 190.21 53.79
first row of M, x along [111] (no unit):   0.3333   0.3333   0.3333   0.6667   0.6667   0.6667
first row of N, x along [111] (no unit):   0.3333   0.3333   0.3333   0.3333   0.3333   0.3333
correct rotated Voigt compliance (1/TPa):
    5.26    -1.41    -1.41     0.00     0.00     0.00
   -1.41     7.48    -3.63     0.00     6.29     0.00
   -1.41    -3.63     7.48     0.00    -6.29     0.00
    0.00     0.00     0.00    22.22     0.00    12.57
    0.00     6.29    -6.29     0.00    31.11     0.00
    0.00     0.00     0.00    12.57     0.00    31.11
wrong rotated Voigt compliance (1/TPa):
   18.59    -8.08    -8.08     0.00     0.00     0.00
   -8.08    17.48    -6.96     0.00    -1.57     0.00
   -8.08    -6.96    17.48     0.00     1.57     0.00
    0.00     0.00     0.00    12.22     0.00    -1.57
    0.00    -1.57     1.57     0.00    11.11     0.00
    0.00     0.00     0.00    -1.57     0.00    11.11
rotated Voigt stiffness (GPa):
  236.67    86.67    86.67     0.00     0.00     0.00
   86.67   220.00   103.33     0.00   -23.57     0.00
   86.67   103.33   220.00     0.00    23.57     0.00
    0.00     0.00     0.00    58.33     0.00   -23.57
    0.00   -23.57    23.57     0.00    41.67     0.00
    0.00     0.00     0.00   -23.57     0.00    41.67
largest entry of |C'S' - 1|, correct below 1e-10: True
largest entry of |C'S' - 1|, wrong (no unit): 2.000
rotated Mandel compliance (1/TPa):
    5.26    -1.41    -1.41     0.00     0.00     0.00
   -1.41     7.48    -3.63     0.00     4.44     0.00
   -1.41    -3.63     7.48     0.00    -4.44     0.00
    0.00     0.00     0.00    11.11     0.00     6.29
    0.00     4.44    -4.44     0.00    15.56     0.00
    0.00     0.00     0.00     6.29     0.00    15.56
E along [111] from Mandel rotation (GPa): 190.21
Mandel stiffness eigenvalues, crystal axes (GPa):    50.00    50.00   150.00   150.00   150.00   410.00
Mandel stiffness eigenvalues, rotated (GPa):    50.00    50.00   150.00   150.00   150.00   410.00
Voigt stiffness eigenvalues, crystal axes (GPa):    50.00    50.00    75.00    75.00    75.00   410.00
Voigt stiffness eigenvalues, rotated (GPa):    25.00    28.99    75.00   129.34   150.00   410.00
isotropic input E (GPa), nu: 100 0.25
isotropic E along [111], true, wrong (GPa): 100.00 28.57
```
